# Critical radius for second-layer nucleation with a strong step-edge barrier

## Dimensional analysis of the critical radius

An island one atom high grows on a flat crystal face while atoms continue to land on it. Let $\bar F$ be the number of atoms arriving per unit area and time, $\bar D$ the diffusion coefficient of an adatom, and $\bar k$ the velocity that measures escape over the island edge: the outward flux per unit edge length is $\bar k$ times the adatom density at the edge. Their dimensions are

$$
[\bar F]=\text{length}^{-2}\,\text{time}^{-1},\qquad [\bar D]=\text{length}^{2}\,\text{time}^{-1},\qquad [\bar k]=\text{length}\,\text{time}^{-1}. \tag{1}
$$

Suppose that escape is so slow that an atom explores the whole island top many times before it leaves, yet fast enough that the top is empty most of the time. Diffusion then sets no relevant time on the top, and $\bar D$ drops out. If two atoms suffice for a nucleus, the nucleation rate $\omega$ needs two arrivals, hence $\bar F^2$, and is proportional to the waiting time of the first atom, hence $1/\bar k$. The island radius $R$ is the remaining length, and dimensions require

$$
\omega\propto \frac{\bar F^2R^5}{\bar k}. \tag{2}
$$

Let $N$ be the number of islands per unit area, $L=N^{-1/2}$ their spacing, and $\Omega$ the area of one surface site. An island collects the atoms falling on an area $L^2$, so it reaches radius $R$ after a time of order $R^2/(\bar F\Omega L^2)$. The expected number of nuclei formed on it by then is of order $\bar FR^7/(\bar k\Omega L^2)$. Setting this to one gives the critical radius

$$
R_c\propto\left(\frac{\bar k\,\Omega L^2}{\bar F}\right)^{1/7}. \tag{3}
$$

The seventh root is thus fixed before any equation is solved. What remains is the numerical factor, the dependence of $L$ on deposition conditions, and the range of validity.

From here on lengths are measured in $\sqrt\Omega$, and

$$
F=\bar F\Omega,\qquad D=\bar D/\Omega,\qquad k=\bar k/\sqrt\Omega \tag{4}
$$

are all rates. A ratio of two lengths that is a power law in these rates must have exponents that sum to zero. The kinetics is classical, so the algebra holds in atomic units as it stands.

## Residence time on the island

Take a compact, circular island with the same $k$ along its whole edge. Atoms that step down do not return. The steady adatom density $n_t(r)$ on top obeys

$$
\frac{D}{r}\frac{d}{dr}\left(r\frac{dn_t}{dr}\right)=-F,\qquad -D\,n_t'(R)=k\,n_t(R). \tag{5}
$$

One integration, with no source of flux at the centre, gives $n_t'=-Fr/(2D)$. The edge condition then gives $n_t(R)=FR/(2k)$, and a second integration yields

$$
n_t(r)=\frac{FR}{2k}+\frac{F(R^2-r^2)}{4D}. \tag{6}
$$

The mean number of atoms on top is the integral of (6) over the disc. Since $\int_0^R(R^2-r^2)\,2\pi r\,dr=\pi R^4/2$, it equals $\pi R^2F\,[R/(2k)+R^2/(8D)]$. In a steady state this number is the arrival rate $\pi R^2F$ times the mean residence time, so

$$
\tau=\frac{R}{2k}+\frac{R^2}{8D}. \tag{7}
$$

The second term divided by the first is $kR/(4D)$. The strong-barrier regime is $kR/D\ll1$, in which the exit rate of one atom is

$$
\gamma=\frac{2k}{R}. \tag{8}
$$

## Nucleation rate on top

Atoms arrive on the island at the rate $\Lambda=\pi FR^2$. Assume that a pair is stable and that two atoms on top meet before either leaves. Let $T_0$ and $T_1$ be the mean times to nucleation starting with zero and one atom on top. From the first state an atom must arrive; from the second, either another arrives or the first one leaves:

$$
T_0=\frac1\Lambda+T_1,\qquad T_1=\frac{1}{\Lambda+\gamma}+\frac{\gamma}{\Lambda+\gamma}\,T_0. \tag{9}
$$

Inserting the second equation into the first gives

$$
T_0\,\frac{\Lambda}{\Lambda+\gamma}=\frac1\Lambda+\frac1{\Lambda+\gamma}=\frac{2\Lambda+\gamma}{\Lambda(\Lambda+\gamma)},
$$

and therefore

$$
\omega=\frac1{T_0}=\frac{\Lambda^2}{\gamma+2\Lambda}\simeq\frac{\Lambda^2}{\gamma}=\frac{\pi^2F^2R^5}{2k}\qquad(\Lambda\ll\gamma). \tag{10}
$$

This is (2) with its factor. In the opposite case, $\Lambda\gg\gamma$, the rate tends to $\Lambda/2$: every second arrival makes a nucleus and the barrier no longer matters.

The assumption of certain meeting can be relaxed. If a pair meets after a mean time $t_m$, treated as exponentially distributed, and each atom leaves at rate $\gamma$, the probability of meeting first is

$$
p=\frac{1/t_m}{1/t_m+2\gamma}=\frac{1}{1+2\gamma t_m}. \tag{11}
$$

Random walks on a triangular lattice test these results. For hexagonal islands of 61 to 331 sites, with each outward edge hop $10^{-5}$ times as fast as a terrace hop, the rate grows as $R^{4.998}$. Its magnitude agrees with (10) to better than 1% on every island tested, once the longer edge of a hexagon is allowed for. On an island of 217 sites with an edge-hop ratio of 0.003, the meeting probability is 0.937, against 0.939 from (11).

## Growth and the critical radius

Every atom landing in the cell of area $L^2$ around an island is taken to join that island, including those that land on top and step down. With constant $L$,

$$
\pi R^2=FL^2t,\qquad dt=\frac{2\pi R}{FL^2}\,dR. \tag{12}
$$

Growth is slow compared with the residence of one atom, so (10) applies at each radius. The fraction of islands without a nucleus on top then decays as $e^{-M}$, where

$$
M(R)=\int\omega\,dt=\int_0^R\frac{\pi^2F^2R'^5}{2k}\,\frac{2\pi R'}{FL^2}\,dR'
=\frac{\pi^3F}{kL^2}\int_0^RR'^6\,dR'=\frac{\pi^3FR^7}{7kL^2}. \tag{13}
$$

Define $R_c$ by $M=1$, the radius at which a fraction $1-1/e$ of the islands carries a nucleus. Then

$$
R_c=\left(\frac{7kL^2}{\pi^3F}\right)^{1/7}. \tag{14}
$$

The high power makes the onset sharp: at $0.8R_c$, $M$ is $0.8^7\simeq0.21$.

The same equation checks the approximation $\Lambda\ll\gamma$. At $R_c$ it gives $F/k=7L^2/(\pi^3R_c^7)$, so the mean occupation of the top is

$$
\frac{\Lambda}{\gamma}=\frac{\pi FR_c^3}{2k}=\frac{7L^2}{2\pi^2R_c^4}. \tag{15}
$$

It is small when $R_c^2\gg0.6\,L$ in the present length unit. An extremely strong barrier violates this condition, because it makes $R_c$ too small.

## Island spacing in the first layer

Let $n$ be the adatom density between the islands. Dimers are again stable and immobile. Adatoms meet each other at the rate $\sigma_1Dn^2$ per site and are captured by islands at the rate $\sigma_xDnN$, with constant capture numbers $\sigma_1$ and $\sigma_x$. After a short initial stage, capture by islands balances deposition:

$$
F=\sigma_xDnN,\qquad \frac{dN}{dt}=\sigma_1Dn^2=\frac{cF^2}{DN^2},\qquad c=\frac{\sigma_1}{\sigma_x^2}. \tag{16}
$$

Separation of variables gives $N^3=3cF^2t/D$. With the coverage $\theta=Ft$,

$$
N^3=\frac{3cF\theta}{D}. \tag{17}
$$

This equation has no saturation of its own. On a real surface growing islands capture adatoms more effectively and leave less room for new islands, so $N$ levels off. That effect is modelled here by stopping the growth of $N$ at a fixed coverage $\theta_s$, which gives

$$
L=\left(\frac{D}{3c\theta_sF}\right)^{1/6}. \tag{18}
$$

## The scaling law and its meaning

Dividing (14) by $L$ leaves $L^{2/7-1}=L^{-5/7}$. Equation (18) turns this into $(3c\theta_sF/D)^{5/42}$. The flux exponent is $-1/7+5/42=-1/42$, so

$$
\boxed{\frac{R_c}{L}=\left(\frac{7}{\pi^3}\right)^{1/7}(3c\theta_s)^{5/42}\,k^{1/7}F^{-1/42}D^{-5/42}} \tag{19}
$$

The exponents sum to $6/42-1/42-5/42=0$, as required.

A second form shows what controls the ratio. Equation (18) gives $1/F=3c\theta_sL^6/D$. Inserting this in $(R_c/L)^7=7k/(\pi^3FL^5)$ yields

$$
\frac{R_c}{L}=\left(\frac{21c\theta_s}{\pi^3}\,\frac{kL}{D}\right)^{1/7}. \tag{20}
$$

The ratio depends on how hard it is to cross an edge compared with diffusing over one island spacing. Lower flux at fixed $k$ and $D$ widens the spacing and raises the ratio, but very weakly: a thousandfold reduction changes it by $1000^{1/42}\simeq1.18$.

If terrace and edge hops have equal attempt rates, with terrace barrier $E_d$ and extra edge barrier $E_s$, then $k/D\propto e^{-E_s/k_BT}$ and $D\propto e^{-E_d/k_BT}$. Writing (19) as a multiple of $(k/D)^{1/7}(D/F)^{1/42}$ gives, at fixed flux,

$$
\frac{R_c}{L}\propto\exp\left[-\frac{1}{k_BT}\left(\frac{E_s}{7}+\frac{E_d}{42}\right)\right]. \tag{21}
$$

## Two cases with other exponents

**Density not saturated.** Suppose (17) continues to hold while the islands grow, and follow the island of mean size, $\pi R^2=\theta/N\propto\theta^{2/3}$. Then $R^5\propto\theta^{5/3}$, and with $dt=d\theta/F$

$$
M=\int_0^\theta\frac{\pi^2FR'^5}{2k}\,d\theta'=\frac38\,\frac{\pi^2FR^5\theta}{2k}=\frac{3\pi^3FR^7}{16kL^2}, \tag{22}
$$

where $\theta=\pi R^2/L^2$ and $L$ is the current spacing. With $\rho=R_c/L$, the condition $M=1$ reads $\rho^7\propto k/(FL^5)$. The spacing now depends on $\rho$ through $L^6\propto D/(F\rho^2)$, so

$$
\rho^7\propto\frac kF\left(\frac{F\rho^2}{D}\right)^{5/6}
\;\Rightarrow\;\rho^{16/3}\propto kF^{-1/6}D^{-5/6}
\;\Rightarrow\;\rho\propto k^{3/16}F^{-1/32}D^{-5/32}. \tag{23}
$$

Saturation before $R_c$ is therefore a condition for the exponents in (19).

**No effective barrier.** If $kR/D\gg1$, (7) gives $\tau\simeq R^2/(8D)$. The meeting time is of order $(R^2/D)\ln R$, so the meeting probability falls as $1/\ln R$. Apart from this logarithm, $\omega\propto F^2R^6/D$ and $M\propto FR^8/(DL^2)$. Hence $R_c/L\propto(D/F)^{1/8}L^{-3/4}$, which is constant by (18). This is a scaling estimate and needs large islands. For the 61- to 331-site islands with edge hops as fast as terrace hops, the lattice calculation gives an exponent of 5.09 for $\omega$, far from 6. Over this range of sizes an exponent near 5 is therefore no proof of a strong barrier.

## Example: parameters in the range of cobalt

Consider cobalt growing on its close-packed basal face at 300 K. The inputs are rough values typical of close-packed transition metals: neighbour distance $a=2.5$ Å, $E_d=0.25$ eV, $E_s=0.20$ eV, attempt rate $10^{13}$ s$^{-1}$ and $F=0.01$ monolayer per second. The model parameters are $\sigma_1=3$, $\sigma_x=7$ and $\theta_s=0.1$.

On this lattice $\Omega=\sqrt3a^2/2$, so the length unit is 2.327 Å. The adatom is taken to hop directly between equivalent sites of the triangular lattice; on the real face it moves through two kinds of hollow site, which changes the prefactor of $D$. The terrace hop rate per direction is $h=10^{13}e^{-E_d/k_BT}/6=1.052\times10^8$ s$^{-1}$. Six directions give $\bar D=\tfrac32ha^2$, hence $D=\sqrt3h=1.822\times10^8$ s$^{-1}$. An atom at a straight edge has two outward hops, each at rate $k_b=he^{-E_s/k_BT}$. The edge has $1/a$ sites per unit length, each occupied with probability $\Omega$ times the density, so $\bar k=2k_b\Omega/a=\sqrt3ak_b$ and $k=8.55\times10^4$ s$^{-1}$. This straight-edge value is used below with a circular perimeter. A hexagonal island of the same area has an edge 5% longer, which would raise $R_c$ by 0.7%.

With $3c\theta_s=3(3/49)(0.1)=0.0184$, (17) gives

$$
N=\left(\frac{0.0184\times0.01}{1.822\times10^8}\right)^{1/3}=1.00\times10^{-4}\ \text{per site},\qquad L=99.9,
$$

or $L=232$ Å (23.2 nm). Equation (14) then gives

$$
R_c=\left(\frac{7\times8.55\times10^4\times99.9^2}{31.0\times0.01}\right)^{1/7}=29.5,
$$

or $R_c=68.5$ Å (6.9 nm), and $R_c/L=0.295$. The first-layer coverage at that moment is $\pi(0.295)^2=0.27$. This exceeds $\theta_s$. On a regular array the islands would still be separate; with irregular spacing some neighbours may already touch, which the model ignores. Using constant $L$ before saturation does little harm: by (13), the share of $M$ gathered up to $\theta_s$ is $(0.1/0.273)^{7/2}\simeq0.03$.

Integrating the first-layer rate equations and a master equation for the top of a growing island, which keeps the finite occupation, also gives 0.295. Varying $k$, $F$ and $D$ one at a time over a factor of ten gives exponents 0.1423, −0.0235 and −0.1188, against 0.1429, −0.0238 and −0.1190 from (19). With unsaturated density the integration gives 0.1876, −0.0314 and −0.1562, in agreement with (23). Between 290 and 310 K the effective energy is 0.0344 eV, against 0.0345 eV from (21). Equation (19) gives ratios of 0.268 at 280 K and 0.321 at 320 K.

The strong-barrier conditions hold: $kR_c/D=0.014$ and the mean top occupation is 0.005. The meeting time, extrapolated from smaller lattice islands, is about $4.5\times10^{-6}$ s. Equation (11) then gives $p=0.95$, which raises $R_c$ by 0.7%. For an assumed dimer bond of 0.50 eV, a dimer breaks up about 2.5 times per second, while about 100 atoms per second reach an average first-layer island and about 27 per second land on top of an island of radius $R_c$. Stable dimers are thus a fair approximation here, and a worse one at higher temperature. That they are also immobile is a separate assumption. A dimer with diffusion coefficient $D_2$ reaches other islands at the rate $\sigma_xD_2N$, which must be small compared with the rate $F/N$ at which an average island gains atoms. With the same attempt rate, this requires a dimer hopping barrier well above about 0.43 eV; if the barrier is lower, (17) and the numbers based on it need not hold. This can well happen: on close-packed metal faces the dimer barrier is often only moderately above the adatom barrier (about 0.37 eV against 0.26 eV on Pt(111)). With mobile dimers added to the rate equations, a dimer barrier of 0.43 eV lowers $N$ by about 14% and $R_c/L$ by about 5%; a barrier of 0.37 eV lowers them by about 37% and 15%.

One departure of a real cobalt surface from the model lies at the island edge. The basal face has two kinds of close-packed step, and edges contain kinks, so the crossing barrier need not be uniform. In the strong-barrier regime the density on top is nearly flat, and $k$ becomes an average along the edge, dominated by easy places. If 5% of the edge had a barrier lower by 0.10 eV and the density stayed flat, $k$ would rise by a factor of 3.3 and $R_c$ by 19% at fixed $L$. Depletion near the easy places makes the rise in $k$ somewhat smaller, most of all when they lie side by side. For the island of mean size, an unsaturated density would give a ratio of 0.328, 11% above the saturated value. The rise is larger if a fraction $1-1/e$ of all islands must carry a nucleus, because islands born late are still small. A cell of half the mean area lowers $R_c$ by 9%, and one 50% larger raises it by 6%. Doubling $\theta_s$ raises the ratio by 9%.

The weak dependence on $k$ makes the prediction of $R_c$ robust but its inversion delicate. Since $k\propto R_c^7$ at fixed $L$ and $F$, a radius 10% too large gives a $k$ too large by $1.1^7\simeq1.9$. At 300 K this lowers the inferred $E_s$ by $k_BT\ln1.9\simeq0.02$ eV, if the attempt rate is known. The numerical output below lists the inputs and the main results.

## Values computed for the example and the checks

```
LATTICE AND RATE-EQUATION TESTS
diffusive residence / (R^2/8D), extrapolated: 1.000
exponent of R in top nucleation, strong barrier: 4.998
same exponent without barrier, small islands: 5.09
lattice rate / formula (edge length corrected): 1.0001
meeting probability, lattice: 0.9370
meeting probability, estimate: 0.9390
exponents of k, F, D, saturated: 0.1423, -0.0235, -0.1188
predicted: 0.1429, -0.0238, -0.1190
exponents of k, F, D, unsaturated: 0.1876, -0.0314, -0.1562
predicted: 0.1875, -0.0312, -0.1562
EXAMPLE INPUTS (rough values, close-packed cobalt)
neighbour distance: 2.5 angstrom; temperature: 300 K
terrace barrier: 0.25 eV; extra edge barrier: 0.20 eV
attempt rate: 1e+13 1/s; flux: 0.01 monolayer/s
sigma_1: 3; sigma_x: 7; theta_s: 0.1
EXAMPLE RESULTS
length unit sqrt(site area): 2.327 angstrom
k_B T: 0.02585 eV; hop rate per direction: 1.052e+08 1/s
D / site area: 1.822e+08 1/s
k / sqrt(site area): 8.550e+04 1/s
island density per site: 1.003e-04 (integrated 1.001e-04)
L: 99.9 length units = 232.3 angstrom = 23.23 nm
Rc: 29.46 length units = 68.5 angstrom = 6.85 nm
Rc/L, formula: 0.2950; master equation: 0.2951
first-layer coverage at Rc: 0.273
prefactor of the scaling law: 0.5023
effective energy of Rc/L: 0.0344 eV (formula 0.0345 eV)
Rc/L at 280 K: 0.2681
Rc/L at 320 K: 0.3207
NEGLECTED EFFECTS AT Rc
k R/D: 0.0138; diffusive share of residence: 0.0035
arrival rate on top: 27.26 1/s; exit rate: 5.805e+03 1/s
mean top occupation: 0.0047
meeting time, extrapolated from lattice: 4.48e-06 s
meeting probability: 0.951; Rc factor: 1.007
dimer break-up (bond 0.50 eV): 2.52 1/s
atoms reaching one first-layer island: 99.7 1/s
kinks: 5 % of edge, barrier 0.10 eV lower
  edge crossing factor: 3.34; Rc factor: 1.188
Rc factor for cell area x0.5: 0.906; x1.5: 1.060
Rc/L factor if theta_s is doubled: 1.086
Rc/L with unsaturated island density: 0.3279
```
